Equivalent Constant Temperature for Arrhenius Damage, and When It Exceeds the Mean, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The equivalent temperature and its place among the means

Consider a metal line that spends a quarter of each day at 420 K and the rest of the day so cold that it then suffers no appreciable damage. While it is hot, damage grows at a rate proportional to exp(−θ/T). Here T is the absolute temperature and θ = Ea/k is the activation energy divided by the Boltzmann constant, so that θ is itself a temperature. A second line, held at one temperature T_eq all day, suffers the same daily damage if its rate is a quarter of the hot rate:

exp(−θ/T_eq) = (1/4) exp(−θ/420 K).

Take the logarithm of both sides and change the sign:

θ/T_eq = θ/420 K + ln 4.

For Ea = 0.9 eV, θ = 10444 K. The right side is 24.867 + 1.386 = 26.253, and T_eq = 10444 K/26.253 = 397.8 K. Three quarters of the day without damage lower the equivalent temperature by only 22 K. If the cold phase is at 330 K, the arithmetic mean temperature is 0.25 × 420 K + 0.75 × 330 K = 352.5 K, which lies 45 K below T_eq. The mean gives the long cold phase a weight that the damage does not give it.

This gap depends on a large activation energy. If Ea is small enough, the rate hardly distinguishes hot from cold, and T_eq falls slightly below the arithmetic mean. The derivation below therefore has two tasks: to define T_eq for a general profile T(t), and to find the activation energy at which the order of T_eq and the mean changes.

**The damage law.** Let D be a measure of damage, such as void size or the relative rise of resistance. It starts at D = 0, and the line fails when D reaches a fixed value D_f. The assumed law is

dD/dt = g(D) A exp(−θ/T(t)).   (1)

The function g is positive and continuous, and it allows damage to speed up or slow down as it accumulates. The constant A > 0 contains the current density, the geometry and the microstructure, all held fixed in time. The activation energy is positive and also fixed. The temperature may vary in any piecewise continuous way between bounds 0 < Tmin ≤ T(t) ≤ Tmax. Every temperature is absolute, because a Celsius value in the exponent would give a different law.

Write f(T) = exp(−θ/T) for the Arrhenius factor, and let angle brackets denote the time average over a window of length P:

<h> = (1/P) ∫₀ᴾ h(t) dt.

**Equal damage.** Since g is positive, equation (1) can be divided by it. Define

G(D) = ∫₀ᴰ dD′/g(D′).

By the chain rule, dG/dt = (1/g(D)) dD/dt = A f(T(t)). Integration from 0 to P gives

G(D(P)) = A ∫₀ᴾ f(T(t)) dt = A P <f>.   (2)

For a line held at the constant temperature T_eq, the same integration gives A P f(T_eq). The function G is strictly increasing, because its derivative 1/g is positive. Equal values of G therefore mean equal damage, and the two lines agree at the end of the window if and only if

exp(−θ/T_eq) = <exp(−θ/T)>,   (3)

that is,

T_eq = −θ / ln<exp(−θ/T)>.   (4)

The Arrhenius factor lies between 0 and 1, so its average does too. The logarithm is negative, and the minus sign makes T_eq positive. Because f increases with T, equation (3) has one solution. Because <f> lies between f(Tmin) and f(Tmax), that solution lies between Tmin and Tmax. Neither g nor A appears in it. An implementation needs the temperature record and the activation energy, but not the form of the damage law, provided that law has the product form (1).

Equation (2) also shows that the order of the temperatures does not matter. Exchanging a hot hour and a cold hour leaves the integral unchanged. A numerical case illustrates both statements. Take T = 380 K + 15 K sin(2πt), with t in periods, Ea = 0.9 eV, g = 1 + 2D², and A such that A f(380 K) = 0.5 per period. Direct integration of (1) over one period gives D = 0.908660. The profile with the sine reversed, which is cold first, gives the same value, and so does a constant temperature calculated from (4). A constant 380 K, the arithmetic mean, gives 0.604230.

**Where the product form fails.** Suppose that damage also heals at a rate that does not depend on temperature:

dD/dt = r(t) − cD, with r(t) = A f(T(t)).

Multiply by exp(ct) and move the healing term to the left. The left side becomes the derivative of exp(ct) D, so for D(0) = 0

D(P) = ∫₀ᴾ exp(−c(P − t)) r(t) dt.

Damage done late in the window now counts more than damage done early, because it has had less time to heal. For the same sine profile and c = 2 per period, the line that is hot first ends with D = 0.2016 and the line that is cold first with D = 0.3514. No single temperature computed from the average of f can reproduce both. If healing carried the same Arrhenius factor as damage, the law would be dD/dt = (1 − bD) r(t) with a constant b. This has the form (1) as long as bD < 1, and T_eq would apply again. What matters is that the temperature enters through one common factor.

**Failure within a period.** Equation (3) matches damage at the end of the window. Failure may come at any time, so for a repeated profile of period P the failure times must be compared as well. Call the integral of f from 0 to t the exposure. Failure occurs when it reaches X_f = G(D_f)/A. Under the real profile the exposure rises unevenly, while at T_eq it rises as t<f>. At each whole number of periods, t = nP, the two exposures agree.

Choose n so that

nP<f> ≤ X_f < (n + 1)P<f>.

Both exposures are continuous and strictly increasing, and both equal nP<f> at t = nP and (n + 1)P<f> at t = (n + 1)P. Both therefore reach X_f at some time from nP up to, but not including, (n + 1)P. It follows that

|t_cycle − t_constant| < P.   (5)

For a daily cycle and a life of years, a discrepancy of less than a day is of no practical weight. For a life of a few periods it may matter, and the exposure should then be followed in time.

**The curvature of the Arrhenius factor.** To compare T_eq with the arithmetic mean m = <T>, two derivatives are needed. The exponent −θ/T has the derivative θ/T², so

f′(T) = (θ/T²) f(T) > 0.

The product rule then gives

f″(T) = −(2θ/T³) f + (θ/T²)(θ/T²) f
      = θ(θ − 2T) f(T)/T⁴.   (6)

The sign of f″ is the sign of θ − 2T. The Arrhenius factor is convex, curving upward, below T = θ/2, and concave above it. Below θ/2 each further kelvin adds more to the rate than the one before. At very high temperature the factor approaches its limit of 1 and flattens.

**Jensen's inequality.** Suppose first that T(t) ≤ θ/2 at all times. Then m ≤ θ/2 as well. Taylor's formula with the remainder written as an integral reads

f(T) = f(m) + f′(m)(T − m) + R,
R = ∫ₘᵀ (T − u) f″(u) du.   (7)

If T > m, both factors in the integral are non-negative over the range, so R ≥ 0. If T < m, exchanging the limits gives

R = ∫_T^m (u − T) f″(u) du,

because the sign from the exchange is absorbed by writing u − T for T − u. Again R ≥ 0. Since f″ vanishes at no more than the single point θ/2 of the range, R = 0 requires T = m.

Now average (7) over time. The linear term vanishes because <T − m> = 0, which leaves

<f> = f(m) + <R> ≥ f(m).

By (3), the left side is f(T_eq). Since f is increasing, f(T_eq) ≥ f(m) implies

T_eq ≥ <T>   if T(t) ≤ θ/2 throughout.   (8)

Equality requires a constant temperature, apart from moments of no duration. If instead T(t) ≥ θ/2 throughout, then f″ ≤ 0, R ≤ 0, and every inequality reverses: T_eq ≤ <T>.

In physical terms, an excursion above the mean adds more damage than an equal excursion below it removes. The condition in (8) can be written Ea ≥ 2kTmax. For Ea = 0.9 eV it reads T ≤ 5222 K, which any solid interconnect satisfies. The restriction matters only for activation energies below 2kTmax, twice the thermal energy at the highest temperature.

**The harmonic mean as a lower bound.** The same argument can be made with the variable β = 1/T. The Arrhenius factor is then exp(−θβ), and its second derivative with respect to β, θ² exp(−θβ), is positive for every β. Jensen's inequality now needs no restriction on temperature:

<exp(−θ/T)> ≥ exp(−θ<1/T>).

With (3) this gives 1/T_eq ≤ <1/T>. Define the harmonic mean T_h = 1/<1/T>. Then

T_eq ≥ T_h   for every θ > 0.   (9)

The function 1/T is convex too, since its second derivative is 2/T³. Hence <1/T> ≥ 1/<T>, and T_h ≤ <T>. A varying profile thus has T_h strictly below <T>, and the remaining question is on which side of <T> the value T_eq falls.

**One threshold for each profile.** The two conditions found so far leave a gap: they say nothing about a profile that passes through θ/2. The gap can be closed by fixing the profile and varying the activation energy. Take θ₂ > θ₁ > 0, let p = θ₂/θ₁ > 1, and let x = exp(−θ₁/T). Then xᵖ = exp(−θ₂/T). For positive x the function xᵖ has the second derivative p(p − 1)xᵖ⁻² > 0, so it is strictly convex. For a varying temperature, therefore,

<xᵖ> > <x>ᵖ.

Apply (3) to each side. The left side is exp(−θ₂/T_eq(θ₂)). The right side is

[exp(−θ₁/T_eq(θ₁))]ᵖ = exp(−θ₂/T_eq(θ₁)),

because pθ₁ = θ₂. Comparing the exponents gives

T_eq(θ₂) > T_eq(θ₁).   (10)

The equivalent temperature of a fixed profile rises strictly with activation energy. At θ = 2Tmin the whole profile lies at or above θ/2, so T_eq < <T>. At θ = 2Tmax it lies at or below θ/2, so T_eq > <T>. By (4), T_eq varies continuously with θ. It therefore crosses <T> once, at a value θ_c between these two. With E_c = kθ_c,

T_eq > <T> if and only if Ea > E_c,
2kTmin < E_c < 2kTmax.   (11)

This answers the question for every varying profile. For 6 h at 420 K and 18 h at 330 K, the threshold is E_c = 0.0630 eV, between the bounds 0.0569 eV and 0.0724 eV. An activation energy of 0.9 eV is about 14 times larger. At Ea = 0.03 eV the order is reversed: T_eq = 350.4 K, above the harmonic mean of 348.7 K and below the arithmetic mean of 352.5 K.

The end values of the rising curve follow from (4). For small θ, f = 1 − θ/T plus terms of order θ², so ln<f> = −θ<1/T> to first order, and T_eq tends to T_h. For large θ, suppose that a fraction w > 0 of the time is spent above Tmax − ε, where ε is small. Dropping all other times gives <f> ≥ w exp(−θ/(Tmax − ε)), and hence

1/T_eq ≤ 1/(Tmax − ε) + ln(1/w)/θ.

The last term vanishes as θ grows. If some time is spent arbitrarily close to Tmax, then T_eq tends to Tmax. The logarithm explains the opening case: the fraction of time spent hot enters only through ln(1/w), divided by a large θ.

## Part 2. Computation, lifetime statistics and a gold line

The symbols carried over are these. The profile T(t) has period P and arithmetic mean m = <T>, θ = Ea/k, and f(T) = exp(−θ/T). If the damage rate is a function of damage times A f(T), with A and Ea constant in time, the equivalent temperature satisfies f(T_eq) = <f>. Failure times under the cycle and at T_eq differ by less than P. T_eq rises with Ea, and exceeds m if and only if Ea exceeds a threshold E_c between 2kTmin and 2kTmax. The derivatives are f′ = θf/T² and f″ = θ(θ − 2T)f/T⁴.

**Computing from a temperature record.** Let the record contain temperatures T_i with time fractions w_i that add up to 1, and let T_max be the highest of them. The Arrhenius factors may be very small, so it is safer to take out the largest:

<f> = exp(−θ/T_max) S,
S = Σ w_i exp[−θ(1/T_i − 1/T_max)].   (12)

Each exponent is zero or negative, and the hottest entry contributes its full weight, so S lies between that weight and 1. Taking the logarithm of (12) and dividing by −θ gives

1/T_eq = 1/T_max + ln(1/S)/θ.   (13)

Terms from very cold entries may round to zero without harm, since the hottest entry remains in the sum.

The record should not be averaged over long intervals before (12) is applied. Within each interval Jensen's inequality holds as it does for the whole profile. If T ≤ θ/2, replacing the temperatures of an interval by their mean cannot raise the computed exposure, and lowers it if the temperature varied. The computed T_eq is then too low and the predicted life too long. If the temperature varies little within each interval, the next result gives the approximate size of this error.

For damage laws of the product form (1), a single temperature T_eq reproduces the damage of a varying profile over each full period, exceeds the arithmetic mean exactly when Ea > E_c, and can be computed safely from a temperature record. What remains is the approximate size of the shift for small swings, the lifetime statistics of a population of lines, and a worked gold line with the effects that the model leaves out.
